\section*{Counterpoise-corrected gradients, ghost-centre forces and the shift of the dimer minimum, part 2}

The counterpoise (CP) correction removes the energy that each molecule of a dimer gains by borrowing its partner's basis functions. The problem is to differentiate the corrected energy and find how its minimum moves. Atomic units are used. $E_X^Y$ is the RHF energy of system $X$ in the basis of system $Y$ at the dimer geometry, with $A$ the donor and $B$ the acceptor. In $E_A^{AB}$ the centres of $B$ are ghosts, with basis functions but no charge or electrons. The binding energy is
\begin{equation}
E_{\rm int}^{\rm CP}=\Big[E_{AB}^{AB}-\sum_X E_X^{AB}\Big]+\sum_X\Big[E_X^X-E_X^X({\rm free})\Big],\qquad X=A,B,
\end{equation}
where the second bracket is the deformation energy. The surface to be minimized is $E_{\rm CP}=E+\delta$, with $E\equiv E_{AB}^{AB}$ and $\delta=\sum_X(E_X^X-E_X^{AB})\ge0$.

For each energy, $\mathbf g_K=\partial E/\partial\mathbf R_K$ is the sum of a Hellmann--Feynman term, proportional to the charge $Z_K$, and the integral and overlap (Pulay) terms. It is built from the density $D$ and energy-weighted density $W$ of that calculation. On a ghost only the Pulay terms remain. The corrected gradient is
\begin{equation}
\mathbf g_K^{\rm CP}=\mathbf g_K[E]+\mathbf g_K[E_A^A]-\mathbf g_K[E_A^{AB}]-\mathbf g_K^{\rm ghost}[E_B^{AB}],\qquad K\in A,
\label{gcp}
\end{equation}
and the same with $A\leftrightarrow B$ for $K\in B$.

The program tested this on a randomly distorted water dimer at RHF/3-21G. Two of the test directions isolate ghost gradients: a shift of all centres of $B$ along $x$ changes $E_A^{AB}$ at 0.0013169 Eh/bohr, and a shift of the bridging hydrogen along $x$ changes $E_B^{AB}$ at $-0.0010292$ Eh/bohr.

The hydrogen model has two atoms at distance $R$, each with one normalized $s$ Gaussian, $\chi_A$ or $\chi_B$, of the optimal atomic exponent 0.28294 bohr$^{-2}$. Their overlap is $S$, $h$ is the one-electron Hamiltonian, and $(pq|rs)=\iint p(1)q(1)r_{12}^{-1}r(2)s(2)$. Here $\delta(R)$ is twice the energy lowering of one atom by the other's ghost function. It vanishes at both ends and has its maximum, 3.4527 mEh, at $R=3.348$ bohr.

\subsection{Translations and rotations}

Shift all centres of one calculation, ghosts included, by $\mathbf t$. The substitution $\mathbf r\to\mathbf r+\mathbf t$ shows that every integral is unchanged, so the energy is unchanged and its derivative with respect to $\mathbf t$ vanishes:
\begin{equation}
\sum_K\mathbf g_K=0\quad\Longrightarrow\quad\sum_{K\,\rm real}\mathbf g_K=-\sum_{K\,\rm ghost}\mathbf g_K .
\label{net}
\end{equation}
Each integral derivative sums to zero separately, so Eq.~(\ref{net}) holds for any $D$ and $W$, converged or not. It checks bookkeeping and nothing more, and the computed sum is $5.4\times10^{-15}$ Eh/bohr, at the level of rounding.

Rotation is different. Moving the centres by $\boldsymbol\omega\times\mathbf R_K$ does not turn the $p$ functions, which keep their laboratory orientation. A true rotation of the system, which leaves the energy unchanged, equals this displacement followed by a turn of the functions on each centre. For complete shells the turned functions are combinations of the old ones, so the turn changes the basis set without changing the space it spans, and the variational energy in that space is the same. The displacement alone therefore leaves the converged energy unchanged, and $\sum_K\mathbf g_K\cdot(\boldsymbol\omega\times\mathbf R_K)=\boldsymbol\omega\cdot\sum_K\mathbf R_K\times\mathbf g_K=0$ for any $\boldsymbol\omega$. This argument uses stationarity, so the torque is sensitive to convergence; its largest component is $5.8\times10^{-10}$ Eh/rad. The same argument shows that $E_X^X$ is constant under rigid motion of $X$.

Now drop the ghost term of Eq.~(\ref{gcp}). Since it enters with a minus sign, the truncated gradient is $\mathbf g_K^{\rm CP}+\mathbf g_K^{\rm ghost}$, and its sum over all centres is the net ghost gradient of $E_A^{AB}$ plus that of $E_B^{AB}$. These two vectors come from different calculations and in general do not cancel, although symmetry can make them do so, for example when an inversion centre exchanges the two fragments. At the distorted geometry the errors along the two ghost directions are 0.001317 and 0.001029 Eh/bohr, and the spurious net gradient has length 0.000613 Eh/bohr. The program asserts that these quantities are nonzero.

\subsection{How the minimum moves}

Let $q$ be internal coordinates. The chain rule gives $\partial E/\partial q_a=\sum_K\mathbf g_K\cdot\partial\mathbf R_K/\partial q_a$, and by the two invariances the result does not depend on how the structure is placed in space. Switch the correction on with a parameter, $E_\lambda=E+\lambda\delta$, and let $q(\lambda)$ be the minimum, so that $\nabla E+\lambda\nabla\delta=0$ at $q(\lambda)$. Differentiating this identity with respect to $\lambda$ gives
\begin{equation}
\big(H+\lambda H^\delta\big)\frac{dq}{d\lambda}+\nabla\delta=0,
\label{flow}
\end{equation}
where $H$ and $H^\delta$ are the Hessians of $E$ and $\delta$ at $q(\lambda)$. At $\lambda=0$, with $H$ positive definite at the uncorrected minimum $q_0$, $dq/d\lambda=-H^{-1}\nabla\delta$.

In one dimension this is $dR/d\lambda=-\delta'/k$ with $k=E''>0$. The minimum moves outwards when $\delta'<0$ and inwards when $\delta'>0$. The sign of $\delta$ itself plays no part.

With more coordinates, split $q=(R,\theta)$, where $\theta$ collects the rest, and write a dot for $d/d\lambda$ at $\lambda=0$:
\begin{align}
H_{RR}\dot R+H_{R\theta}\dot\theta&=-\delta_R,\\
H_{\theta R}\dot R+H_{\theta\theta}\dot\theta&=-\delta_\theta .
\end{align}
The second line gives $\dot\theta=-H_{\theta\theta}^{-1}(\delta_\theta+H_{\theta R}\dot R)$. Substituting in the first and collecting $\dot R$ on the left, with $v=H_{\theta\theta}^{-1}H_{\theta R}$,
\begin{equation}
\dot R=-\frac{\delta'_{\rm eff}}{k_{\rm eff}},\qquad\delta'_{\rm eff}=\delta_R-v^{\rm T}\delta_\theta,\qquad k_{\rm eff}=H_{RR}-H_{R\theta}v .
\label{eff}
\end{equation}
Both quantities belong to the relaxed path $\theta^*(R)$ on the uncorrected surface, defined by $\partial E/\partial\theta=0$. Differentiating that condition along the path gives $H_{\theta R}+H_{\theta\theta}\,d\theta^*/dR=0$, so the tangent is $w=(1,-v)$. Then $w\cdot\nabla\delta=\delta'_{\rm eff}$, and $w^{\rm T}Hw=H_{RR}-2H_{R\theta}v+v^{\rm T}H_{\theta\theta}v=k_{\rm eff}$, because $H_{\theta\theta}v=H_{\theta R}$. Positive definiteness of $H$ makes $k_{\rm eff}>0$. To first order in $\delta$, the separation lengthens if and only if $\delta$ decreases along the relaxed path. When $H_{R\theta}=0$ the formula reduces to the one-dimensional one. The finite shift is the integral of Eq.~(\ref{flow}) from 0 to 1, provided that the path does not run off to infinity before $\lambda=1$ and that $H+\lambda H^\delta$ stays positive definite along it. If an eigenvalue reaches zero, Eq.~(\ref{flow}) no longer determines $dq/d\lambda$; the minimum may then split or disappear, and the first-order estimate cannot be relied on for the end point.

Two inequalities hold without expansion. Let $q_0$ be the lowest point of $E$ and $q_1$ the lowest point of $E+\delta$ in the region considered. Then
\begin{equation}
E(q_0)\le E(q_1),\qquad E(q_1)+\delta(q_1)\le E(q_0)+\delta(q_0).
\label{ineq}
\end{equation}
Adding the two and cancelling $E(q_0)+E(q_1)$ gives $\delta(q_1)\le\delta(q_0)$. The corrected minimum lies where the borrowing is no larger, and the single-point value $E_{\rm CP}(q_0)$ lies no lower than the corrected minimum. In one dimension, if $\delta$ is strictly decreasing on an interval that contains both points, $\delta(R_1)\le\delta(R_0)$ implies $R_1\ge R_0$, and $\delta'(R_0)\ne0$ excludes equality because $R_0$ is then not stationary on $E_{\rm CP}$. In several dimensions $\delta$ can also be lowered through $\theta$, so Eq.~(\ref{ineq}) alone does not fix the sign of $R_1-R_0$.

\subsection{A case that shortens}

The hydrogen model tests Eq.~(\ref{eff}) where $\delta'>0$. For H$_2$ with one Gaussian per atom, symmetry fixes the occupied orbital as $\sigma=(\chi_A+\chi_B)/\sqrt{2+2S}$, and $E=2h_{\sigma\sigma}+(\sigma\sigma|\sigma\sigma)+1/R$ with both nuclei in $h$. The fragments are one-electron atoms, so $\delta$ is the function found before. The uncorrected minimum is at $R_0=1.7416$ bohr, with $E=-0.965577$ Eh and $k=0.33303$ Eh/bohr$^2$. It lies inside the maximum of $\delta$. There $\delta=0.5253$ mEh and $\delta'=+0.0013964$ Eh/bohr, so
\begin{equation}
\Delta R\approx-\frac{0.0013964}{0.33303}=-0.00419\ \text{bohr}.
\end{equation}
Direct minimization of $E+\delta$ gives $R_{\rm CP}=1.7374$ bohr, a shift of $-0.00414$ bohr ($-0.00219$ \AA) from the unrounded values. The estimate is too large in magnitude by about 1\% of the true shift, and the program asserts the shortening and agreement to within 10\% of the true shift. The claim that counterpoise lengthens the separation is therefore not a theorem. This counterexample is a covalent bond in a minimal basis, and the sign and size of the shift depend on that basis (for H$_2$ it is about $+0.0002$ bohr in 6-31G and about $-0.00002$ bohr in cc-pVDZ); for a given weakly bound dimer the sign of $\delta'_{\rm eff}$ predicts the direction to first order, and re-optimization on $E_{\rm CP}$ settles it.

\subsection{The water dimer: uncorrected minimum}

The level is RHF/3-21G. The basis is small so that the effect is large, and the numbers are not a prediction for real water, nor are they converged at the RHF level. At the uncorrected 3-21G geometry found below, RHF/aug-cc-pVDZ gives $\delta=0.46$ mEh instead of 7.92 mEh, an uncorrected interaction of $-5.4$ mEh instead of $-17.4$ mEh, and an acceptor-to-donor ratio of the borrowing near 4 instead of 8.5. On the cut at the same angles its minimum lies near 5.7 bohr and the correction moves it outwards by roughly 0.04 bohr. The monomer is optimized in its own basis, giving $r_{\rm OH}=1.8267$ bohr, an HOH angle of $107.68^\circ$ and $E=-75.585960$ Eh, and is then frozen. The dimer keeps a mirror plane that contains the donor and the acceptor oxygen. Its coordinates are $q=(R,\alpha,\beta)$. $R$ is the O$\cdots$O distance, $\alpha$ is the angle from the bridging O--H bond to the O$\cdots$O axis, positive towards the free hydrogen, and $\beta$ is the angle from that axis to the acceptor bisector, on the side opposite the free hydrogen. Minima below are minima in these three coordinates. The donor is fixed in space, so the centres of $B$ carry all the motion, and $\partial\mathbf R_K/\partial R=\mathbf u$, the unit vector along the axis, for each of them.

The uncorrected minimum is at $R_0=5.2868$ bohr (2.7976 \AA), $\alpha=-2.79^\circ$, $\beta=56.65^\circ$. Both $E_X^X$ equal the free-monomer energy, as rigid motion requires, so the deformation bracket is zero. The energies give
\begin{align}
E_{\rm int}&=-151.189329+2(75.585960)=-0.017409\ \text{Eh},\\
\delta&=(-75.585960+75.586791)+(-75.585960+75.593054)\nonumber\\
&=0.000831+0.007094=0.007925\ \text{Eh}.
\end{align}
With rigid monomers $\delta_R=-\partial E_A^{AB}/\partial R-\partial E_B^{AB}/\partial R$. In the first derivative the moving centres are ghosts, and in the second they are real:
\begin{align}
\partial E_A^{AB}/\partial R&=0+0.006066-0.004826=0.001241,\\
\partial E_B^{AB}/\partial R&=1.132914-1.091583-0.039743=0.001589,
\end{align}
in Eh/bohr and in the order Hellmann--Feynman, integral, overlap; the totals are the printed ones and differ from the sums of rounded terms by one unit in the last place. Hence $\delta_R=-0.002830$ Eh/bohr. By Eq.~(\ref{net}) the second derivative is minus the net gradient on ghost $A$ along $\mathbf u$, so the whole slope $\delta_R$ can be written in terms of ghost gradients. Dropping the ghost terms with $A$ fixed deletes the first line and leaves $-0.001589$. With $B$ fixed and $A$ moving along $-\mathbf u$ the roles are exchanged and $-0.001241$ is left. These are 56\% and 44\% of the true slope.

Two features of these numbers were not anticipated by the derivation. The acceptor borrows 8.5 times as much as the donor (7.0938 against 0.8312 mEh), yet the donor supplies 44\% of the slope, so here the shares of the slope are far from proportional to the shares of the correction. And the Hellmann--Feynman term on real $B$ is about 700 times the total, so in this basis it is unusable without its Pulay partners.

\subsection{The water dimer: predicted and actual shift}

The angular slopes are $\delta_\alpha=0.002656$ and $\delta_\beta=0.003367$ Eh/rad. The Hessian of $E$, from differences of analytic gradients, has $H_{RR}=0.01941$ Eh/bohr$^2$, $H_{R\alpha}=-0.00421$ and $H_{R\beta}=-0.00125$ Eh/(bohr rad), and $H_{\alpha\alpha}=0.05208$, $H_{\alpha\beta}=0.01332$, $H_{\beta\beta}=0.00784$ Eh/rad$^2$; it is asserted to be positive definite. The angular block has determinant $0.05208\times0.00784-0.01332^2=2.309\times10^{-4}$, and Cramer's rule gives, in rad/bohr,
\begin{align}
v_\alpha&=\frac{0.00784(-0.00421)-0.01332(-0.00125)}{2.309\times10^{-4}}=-0.071,\\
v_\beta&=\frac{0.05208(-0.00125)-0.01332(-0.00421)}{2.309\times10^{-4}}=-0.039 .
\end{align}
Then $k_{\rm eff}=0.01941-0.00030-0.00005=0.01906$ Eh/bohr$^2$, and $\delta'_{\rm eff}=-0.002830+0.000188+0.000132=-0.00251$ Eh/bohr, printed as $-0.002513$. The effective slope is negative, so lengthening is predicted, with $\dot R=0.002513/0.01906=0.1318$ bohr. Freezing the angles would give $0.002830/0.01941=0.1458$ bohr. The coupling lowers the estimate here because it reduces the magnitude of the slope by 11\% and the force constant by 2\%, each relative to its frozen value.

The test of Eq.~(\ref{flow}) re-optimizes the structure on $E_\lambda$ at $\lambda=\pm0.05$ and takes the central difference of the minima. The formula gives $(0.1318\ \text{bohr},\,0.1134,\,-0.6013\ \text{rad})$ and the re-optimization gives $(0.1319,\,0.1133,\,-0.6006)$ in the same units.

The minimum at $\lambda=1$ is $R_1=5.4134$ bohr (2.8647 \AA), $\alpha=1.89^\circ$, $\beta=23.57^\circ$. The program confirms from energies alone that the slope of $E_{\rm CP}$ vanishes there along each coordinate and that the neighbouring points lie higher. The lengthening, from unrounded values, is
\begin{equation}
R_1-R_0=0.1267\ \text{bohr}=0.0670\ \text{\AA}.
\end{equation}
The first-order value exceeds it by 0.0051 bohr, 4\% of the true shift. The largest structural change is angular: $\beta$ falls by $33.08^\circ$, or 0.577 rad against the first-order 0.601 rad, and $\alpha$ rises by $4.68^\circ$, or 0.082 rad against 0.113 rad, an overestimate of nearly 40\% of the true change. The good agreement for $R$ does not extend to every coordinate.

The inequalities (\ref{ineq}) are asserted and hold strictly. On going from $q_0$ to $q_1$ the uncorrected interaction energy rises from $-17.4091$ to $-16.7165$ mEh, by 0.6926 mEh, and $\delta$ falls from 7.9249 to 6.3155 mEh, by 1.6094 mEh. The corrected energy therefore drops by 0.9168 mEh, from the single-point value $-9.4842$ mEh ($-24.90$ kJ/mol) to $-10.4010$ mEh ($-27.31$ kJ/mol); the uncorrected binding was $-45.71$ kJ/mol. The single-point correction underbinds by 9\% of the optimized corrected value. A model with quadratic $E$ and linear $\delta$ locates the source. For the step $s=-H^{-1}\nabla\delta$, $\delta$ changes by $s\cdot\nabla\delta$ and $E$ rises by $\tfrac12s^{\rm T}Hs=-\tfrac12s\cdot\nabla\delta$. The three terms of $s\cdot\nabla\delta$ are $-0.37$ mEh from $R$, $+0.30$ mEh from $\alpha$ and $-2.02$ mEh from $\beta$, in total $-2.10$ mEh. The model gain is half of this, 1.05 mEh, 14\% above the true gain, and within the model the soft coordinate $\beta$ dominates the fall of $\delta$.

A scan in $R$ at the angles of $q_0$ checks the sign of the slope away from the minimum. At $R=5.0$, 5.5, 6.0, 7.0 and 8.0 bohr, $\delta$ is 8.8242, 7.3381, 5.8975, 2.5621 and 0.5350 mEh, positive and decreasing from point to point, as asserted. The mean slopes over the four intervals are $-2.97$, $-2.88$, $-3.34$ and $-2.03$ mEh/bohr. The decay is not a simple exponential: the magnitude of the mean slope does not fall steadily with $R$ and is largest, among these intervals, between 6 and 7 bohr. Its cause has not been isolated here. Adding $\delta$ to the scanned interaction energies gives $-7.57$, $-9.70$ and $-8.53$ mEh at the first three distances, against $-16.39$, $-17.03$ and $-14.43$ mEh uncorrected. The point at 6.0 bohr lies above the point at 5.0 bohr before the correction and below it afterwards, which shows the outward tilt of the well on this frozen-angle cut.

\section*{Table of computed values}
\begin{verbatim}
monomer r_OH = 1.8267 bohr, HOH = 107.68 deg, E = -75.585960 Eh
basis functions: dimer 26, monomer 13
distorted geometry: max |analytic - finite diff| = 1.1e-07 Eh/bohr
ghost B shifted along x, dE_A^AB: analytic 0.0013169, FD 0.0013169 Eh/bohr
ghost donor H along x, dE_B^AB: analytic -0.0010292, FD -0.0010292 Eh/bohr
max net gradient 5.4e-15 Eh/bohr, max net torque 5.8e-10 Eh/rad
ghost terms dropped: errors 0.001317, 0.001029; net gradient 0.000613 Eh/bohr
pyscf ghost-atom check: |dE| = 1.6e-13 Eh, max |dg| = 2.9e-08 Eh/bohr
uncorrected minimum q0: R = 5.2868 bohr = 2.7976 A, alpha = -2.79, beta = 56.65 deg
  E[AB] at q0 = -151.189329 Eh
  E[A(AB)] at q0 = -75.586791 Eh
  E[B(AB)] at q0 = -75.593054 Eh
  E[A(A)] at q0 = -75.585960 Eh
  E[B(B)] at q0 = -75.585960 Eh
delta parts at q0: donor 0.8312, acceptor 7.0938 mEh
dE_A^AB/dR (ghost B): integral 0.006066, overlap -0.004826, total 0.001241 Eh/bohr
dE_B^AB/dR (real B): HF 1.132914, integral -1.091583, overlap -0.039743, total 0.001589 Eh/bohr
grad delta: R -0.002830 Eh/bohr, alpha 0.002656, beta 0.003367 Eh/rad
H_RR = 0.01941 Eh/bohr^2; H_Ra = -0.00421, H_Rb = -0.00125 Eh/(bohr rad)
H_aa = 0.05208, H_ab = 0.01332, H_bb = 0.00784 Eh/rad^2
k_eff = 0.01906 Eh/bohr^2, delta'_eff = -0.002513 Eh/bohr
dq/dlam formula : 0.1318 bohr, 0.1134, -0.6013 rad
dq/dlam measured: 0.1319 bohr, 0.1133, -0.6006 rad (lam = +-0.05)
frozen-angle estimate -delta_R/H_RR = 0.1458 bohr
CP minimum q1: R = 5.4134 bohr = 2.8647 A, alpha = 1.89, beta = 23.57 deg
lengthening R1 - R0 = 0.1267 bohr = 0.0670 A
delta(q0) = 7.9249 mEh, delta(q1) = 6.3155 mEh, E_AB(q1) = -151.188636 Eh
E_int uncorrected at q0 = -17.4091 mEh = -45.71 kJ/mol
E_int CP single point at q0 = -9.4842 mEh = -24.90 kJ/mol
E_int uncorrected at q1 = -16.7165 mEh = -43.89 kJ/mol
E_int CP at q1 = -10.4010 mEh = -27.31 kJ/mol
scan at q0 angles R = 5.0 bohr: E_int = -16.3939, delta = 8.8242 mEh
scan at q0 angles R = 5.5 bohr: E_int = -17.0346, delta = 7.3381 mEh
scan at q0 angles R = 6.0 bohr: E_int = -14.4287, delta = 5.8975 mEh
scan at q0 angles R = 7.0 bohr: E_int = -7.7706, delta = 2.5621 mEh
scan at q0 angles R = 8.0 bohr: E_int = -3.6855, delta = 0.5350 mEh
H2: exponent 0.28294 bohr^-2, E_atom = -0.424413 Eh, E(R0) = -0.965577 Eh
H2: delta maximum 3.4527 mEh at R = 3.348 bohr; delta(0.3 bohr) = 2.6e-05 mEh
H2: delta(R0) = 0.5253 mEh, delta' analytic 0.0013964, FD 0.0013964 Eh/bohr
H2: k = 0.33303 Eh/bohr^2, R0 = 1.7416 bohr, R_CP = 1.7374 bohr
H2: shift -0.00414 bohr = -0.00219 A, estimate -delta'/k = -0.00419 bohr
\end{verbatim}
